# Filling Time of a Capillary Underfill in a Narrow Gap

## Problem

A flip-chip die is joined to its substrate by solder bumps. A liquid resin, the underfill, is dispensed along one edge of the die and drawn into the gap by capillarity. Once cured, it carries part of the load caused by the unequal thermal expansion of die and substrate, which lowers the strain in the solder. With a suitable resin this slows fatigue and creep damage in the joints. The production question is how long the filling takes.

Consider first a gap without bumps: two wide, smooth, horizontal, parallel plates a distance $h=50$ micrometres apart. The liquid is Newtonian, with viscosity $\mu=0.10$ Pa s, surface tension $\gamma=0.030$ N/m and contact angle $\theta=30$ degrees on both plates, measured through the liquid. The inlet is kept supplied at ambient pressure, and the air ahead escapes freely.

(a) Find the mean speed of the liquid when a pressure difference $\Delta p$ acts along a wetted length $\ell$.

(b) Find the $\Delta p$ that the meniscus supplies.

(c) Find the time to fill a length $L$, and evaluate it for $L=10$ mm. How does it change if the length is halved, or the gap?

(d) The law found in (c) gives an infinite speed at the start. What removes the infinity, and how much time does it cost?

(e) Estimate the effect of gravity, of a contact angle that depends on speed, of the curved surface of the dispensed bead, and of a temperature 10 K lower.

The problem is classical. Neither $\hbar$ nor the electron's mass or charge enters, so the algebra reads the same in atomic units as in any other coherent set. The numbers below are in engineering units.

## Hints

1. In a long, thin gap the pressure is nearly uniform across the gap. Balance its gradient along the flow against viscous shear, with no slip at the plates.
2. Treat the meniscus as a massless sheet. Three things push or pull on it along the flow: the air, the liquid, and the tension at its two edges.
3. The front moves at the mean speed of the liquid. The resulting equation for $\ell(t)$ separates.
4. For (d), ask what resistance remains when the wetted length is zero. To judge inertia, write a momentum balance for the whole liquid column and use $y=\ell^2/2$ as the unknown.
5. For the moving contact line in (e), look at the thin wedge of liquid next to the line. Its surface must bend to create the pressure gradient that feeds the advancing line.

## Solution

### (a) Flow between the plates

Let $x$ run along the flow and $z$ across the gap, with the plates at $z=\pm h/2$. The pressure falls by $\Delta p$ over the length $\ell$, so $dp/dx=-\Delta p/\ell$. For slow, steady flow along $x$, the forces on each liquid layer balance:

$$\mu\frac{d^2u}{dz^2}=-\frac{\Delta p}{\ell}.$$

Integrating twice gives a parabola. Symmetry about $z=0$ removes the linear term, and $u(\pm h/2)=0$ fixes the constant:

$$u(z)=\frac{\Delta p}{2\mu\ell}\left(\frac{h^2}{4}-z^2\right).$$

The average of $z^2$ across the gap is $h^2/12$, so the mean speed is

$$U=\frac{\Delta p}{2\mu\ell}\left(\frac{h^2}{4}-\frac{h^2}{12}\right)=\frac{h^2}{12\mu}\,\frac{\Delta p}{\ell}.$$

The factor $m=h^2/(12\mu)$ is the mobility of the gap, here $2.083\times10^{-9}$ m²/(Pa s).

### (b) Suction of the meniscus

Let $p_0$ be the air pressure and $p_l$ the liquid pressure just behind the meniscus. Per unit width, the liquid pushes the meniscus forward with $p_lh$ and the air pushes it back with $p_0h$. Because the liquid wets the plates, the edges of the meniscus lie ahead of its centre. At each edge the tension pulls along the surface towards the plate, with forward component $\gamma\cos\theta$. The sheet has no mass, so the forces add to zero:

$$p_lh-p_0h+2\gamma\cos\theta=0 .$$

The inlet is at $p_0$, so the driving pressure difference is

$$\Delta p=p_0-p_l=\frac{2\gamma\cos\theta}{h}.$$

With the given values,

$$\Delta p=\frac{2\times0.030\times0.8660}{50\times10^{-6}}=1039\ \text{Pa}.$$

The suction vanishes at $\theta=90$ degrees. Beyond that angle it changes sign, and the liquid has to be pushed in.

### (c) Filling time

The liquid is incompressible and the meniscus keeps its shape, so the front advances at the mean speed, $d\ell/dt=U$. Inserting (b) into (a),

$$\frac{d\ell}{dt}=\frac{h^2}{12\mu\ell}\,\frac{2\gamma\cos\theta}{h}=\frac{h\gamma\cos\theta}{6\mu\,\ell}.$$

Multiply by $\ell$ and integrate from $\ell=0$ at $t=0$:

$$\frac{\ell^2}{2}=\frac{h\gamma\cos\theta}{6\mu}\,t .$$

Setting $\ell=L$ and solving for the time gives

$$\boxed{t_0=\frac{3\mu L^2}{h\gamma\cos\theta}}$$

For the stated gap,

$$t_0=\frac{3\times0.10\times(10^{-2})^2}{(50\times10^{-6})\times0.030\times0.8660}\ \text{s}=23.09\ \text{s}.$$

The answer is about 23 s for the bare gap. Advancing the front numerically, with the flow profile found by finite differences and the meniscus by integrating its curvature, also gives 23.09 s.

With everything else fixed, half the length takes a quarter of the time, 5.77 s. Half the gap takes twice the time, 46.19 s: the suction doubles, but the mobility falls to a quarter. A narrower gap therefore pulls harder and fills more slowly.

Since $\ell^2$ is proportional to $t$, differentiation gives $2\ell U=\ell^2/t$, or $U=\ell/(2t)$. At the far edge the speed is $10/(2\times23.09)=0.2165$ mm/s, half the average speed of the whole run.

The shear rate at the plates follows from the parabola. Its slope there has magnitude $h\Delta p/(2\mu\ell)$, and $\Delta p/(\mu\ell)=12U/h^2$ from (a), so the shear rate is $6U/h=26$ s⁻¹ at the end of filling. It was higher earlier, in proportion to $1/\ell$. The constant $\mu$ used here must represent the resin over that range of shear rates.

### (d) The start of the flow

Keep the contact angle constant for now; part (e) relaxes this. The speed $U\propto1/\ell$ then diverges at the inlet because (a) counts viscous resistance only along the wetted length, which starts at zero. Liquid converging into the gap is also sheared, over a distance of order $h$ around the entrance. This acts like an extra length $\ell_e$ of order $h$:

$$\frac{d\ell}{dt}=\frac{h\gamma\cos\theta}{6\mu(\ell+\ell_e)},\qquad t=t_0\left(1+\frac{2\ell_e}{L}\right),$$

where the second equation is the time to reach $L$. With the rough value $\ell_e=h$, the starting speed is about 0.04 m/s and the cost is 1% of $t_0$, or about 0.2 s. These are orders of magnitude, because the meniscus is still forming while $\ell$ is comparable with $h$.

Could inertia limit the speed first? At 0.04 m/s the Reynolds number $\rho Uh/\mu$ is only about 0.04 for a density of 1700 kg/m³, so viscosity sets the starting speed. An idealized column without entrance resistance shows how briefly inertia would act. Per unit cross-section, it has momentum $\rho\ell U$. It is driven by $\Delta p$ and held back by the viscous pressure loss $12\mu\ell U/h^2$:

$$\frac{d}{dt}(\rho\ell U)=\Delta p-\frac{12\mu}{h^2}\,\ell U .$$

This balance assumes the parabolic profile from the start and drops all entrance terms, including inertial ones of order $\rho U^2$. It serves only to find the time scale of inertia. With $y=\ell^2/2$ we have $\dot y=\ell U$, and the equation becomes linear:

$$\ddot y+\frac{\dot y}{\tau_i}=\frac{\Delta p}{\rho},\qquad \tau_i=\frac{\rho h^2}{12\mu}.$$

Starting from $y=\dot y=0$, one integration gives $\dot y=(\Delta p\,\tau_i/\rho)(1-e^{-t/\tau_i})$, and a second gives

$$y=\frac{\Delta p\,\tau_i}{\rho}\left[t-\tau_i\left(1-e^{-t/\tau_i}\right)\right].$$

There are two limits. For $t\ll\tau_i$, expanding the exponential to second order gives $y\approx\Delta p\,t^2/(2\rho)$, so $\ell\approx t\sqrt{\Delta p/\rho}$: the idealized column starts at a finite, constant speed. For $t\gg\tau_i$ the bracket becomes $t-\tau_i$. Since $\Delta p\,\tau_i/\rho=h^2\Delta p/(12\mu)=h\gamma\cos\theta/(6\mu)$, the idealized column follows the law of part (c), delayed by $\tau_i$.

With a rough density of 1700 kg/m³ for a filled resin, $\tau_i=3.5$ microseconds, which is negligible against 23 s. In that time a column moving at $\sqrt{\Delta p/\rho}\approx0.8$ m/s would advance only about 3 micrometres, much less than the gap height. The long-gap picture does not hold at such lengths, so this early limit does not describe the real start. The Reynolds number $\rho Uh/\mu$ at the end is $1.8\times10^{-4}$, which agrees with neglecting inertia there.

### (e) Other corrections

**Gravity.** The hydrostatic difference across the gap is $\rho gh=0.83$ Pa, less than 0.1% of the suction. It does not noticeably distort the meniscus. The head of a bead 0.5 mm high, about 8 Pa, is larger but still under 1% of the suction. On a tilted die the height difference builds up along $L$, yet an uphill tilt of 5 degrees adds only about 1% to the time.

**Moving contact angle.** Close to the contact line the liquid is a thin wedge of thickness $H(r)$, where $r$ is the distance behind the line. It has one solid wall and one free surface, so its mean speed is $H^2/(3\mu)$ times the pressure gradient: it is half of a symmetric channel of width $2H$. To keep up with a line advancing at $U$, the pressure must rise away from the line as $dp/dr=3\mu U/H^2$. For small slopes the surface curvature gives $p=p_0-\gamma H''$. With the capillary number $\mathrm{Ca}=\mu U/\gamma$,

$$H'''=-\frac{3\,\mathrm{Ca}}{H^2}.$$

Let the local slope be $\varphi=H'$. If it varies slowly, $H\approx r\varphi$ and $\varphi''\approx-3\,\mathrm{Ca}/(r^2\varphi^2)$. Integrating with $\varphi$ held constant on the right, and dropping the constant because the wedge has little curvature far from the line, gives $\varphi'=3\,\mathrm{Ca}/(r\varphi^2)$. Hence $d(\varphi^3)/dr=9\,\mathrm{Ca}/r$. Integration from an inner length $r_i$, where the angle is $\theta$, to an outer length $r_o$ gives the Cox–Voinov relation

$$\theta_d^3=\theta^3+9\,\mathrm{Ca}\,\ln\frac{r_o}{r_i},$$

with angles in radians. Take $r_o=h/2$ and, roughly, $r_i=1$ nm, so the logarithm is 10.13. The constant-angle solution has $\mathrm{Ca}=7.2\times10^{-4}$ at the end. Replacing $\theta$ by $\theta_d(U)$ in the filling equation and solving for $U$ at each $\ell$ gives a final angle of 33.9 degrees and a filling time of 24.9 s, about 8% longer than $t_0$. The figure depends on the guessed $r_i$: about 25.3 s for 0.1 nm, 24.5 s for 10 nm and 23.7 s for 1 micrometre. Early in the filling the angle is large and the small-slope derivation is stretched, so this is an estimate. It also changes the picture of the start in (d). The relation reaches $\theta_d=90$ degrees, where the suction vanishes, at a speed of about 12 mm/s, whereas the entrance resistance alone would allow about 0.04 m/s. Within this estimate the moving angle therefore lowers the starting speed further, and the time this costs is already included in the 24.9 s.

**Dispensed bead.** A long bead with a convex surface of radius $R$ has an internal pressure $\gamma/R$ above ambient. For a rough $R=0.5$ mm this adds 60 Pa to the drive. If $R$ stays constant, the time falls to $23.09\times1039.2/(1039.2+60.0)=21.8$ s. Keeping $R$ constant requires fresh resin during the filling: a half-round bead of this radius has a cross-section of 0.39 mm², less than the 0.50 mm² that the gap takes up. A bead that drains and flattens gives less help. The half-round shape is itself generous, because it meets the substrate at 90 degrees rather than 30. A cap with a 30-degree edge that holds 0.50 mm² has $R\approx2.4$ mm and adds only about 13 Pa. A fillet that has settled into the corner between die edge and substrate, at 30 degrees on both, is concave and opposes the flow: with legs of 0.5 mm it is 22 Pa below ambient and the time rises to 23.6 s. The bead thus shifts the time by a few percent, with a sign that depends on its shape.

**Temperature.** Suppose that 0.10 Pa s applies at 363 K, and that the viscosity varies as $\exp(E/k_BT)$ with a rough activation energy $E=0.5$ eV. At 10 K lower it is larger by the factor

$$\exp\left[\frac{E}{k_B}\left(\frac{1}{353.15\ \text{K}}-\frac{1}{363.15\ \text{K}}\right)\right]=1.57 .$$

With $\gamma$ and $\theta$ held fixed, the time grows in the same proportion, to 36 s. Of the corrections in (d) and (e), this is the largest for the values chosen.

## Variation 1: the resin cures while it flows

*Let the viscosity grow as $\mu e^{t/\tau}$. When does the front reach $L$, and can it fail to arrive?*

The filling equation becomes

$$\ell\frac{d\ell}{dt}=\frac{h\gamma\cos\theta}{6\mu}\,e^{-t/\tau}=\frac{L^2}{2t_0}\,e^{-t/\tau},$$

where the last step uses the definition of $t_0$. Integrating from the inlet,

$$\ell^2=L^2\,\frac{\tau}{t_0}\left(1-e^{-t/\tau}\right).$$

Setting $\ell=L$ gives $1-e^{-t/\tau}=t_0/\tau$, and therefore

$$t=-\tau\ln\left(1-\frac{t_0}{\tau}\right).$$

For a rough $\tau=300$ s this is $-300\ln(1-23.09/300)=24.0$ s, about 4% above $t_0$. For $\tau\gg t_0$ the logarithm expands to $t\approx t_0+t_0^2/(2\tau)$, so slow curing costs little.

The opposite limit is abrupt. As $t\to\infty$ the front approaches $L\sqrt{\tau/t_0}$. If $\tau\le t_0$, it does not reach $L$ in any finite time. Since $t_0$ grows as $L^2$, a resin that fills a small die can stall under a large one at the same gap and temperature.

## Variation 2: solder bumps in the gap

*Place cylindrical bumps of radius $a=50$ micrometres on a square array of pitch $P=200$ micrometres. How does the filling time change?*

**Resistance of one bump.** Let $\mathbf v$ be the velocity averaged over the gap height. The plates exert the drag found in (a), and the bump adds shear in the plane. The Brinkman model combines them:

$$\nabla p=\mu\nabla^2\mathbf v-\frac{12\mu}{h^2}\mathbf v,\qquad \nabla\cdot\mathbf v=0 .$$

Write $\alpha=\sqrt{12}/h$ and use a stream function, $v_r=r^{-1}\partial\psi/\partial\phi$ and $v_\phi=-\partial\psi/\partial r$. Taking the curl removes the pressure and leaves $\nabla^2(\nabla^2-\alpha^2)\psi=0$. For a stream of speed $V$ far from the bump,

$$\psi=\left[Vr+\frac{A}{r}+C\,K_1(\alpha r)\right]\sin\phi ,$$

where $K_0$ and $K_1$ are the decaying modified Bessel functions. With $q=\alpha a$, zero velocity at $r=a$ requires

$$V+\frac{A}{a^2}+\frac{C K_1(q)}{a}=0,\qquad V-\frac{A}{a^2}+C\alpha K_1'(q)=0 .$$

Add the two and use $K_1'(q)=-K_0(q)-K_1(q)/q$. The $K_1$ terms cancel, leaving $C=2V/(\alpha K_0)$. The first condition then gives

$$A=-Vb^2,\qquad b^2=a^2\left[1+\frac{2K_1(q)}{q\,K_0(q)}\right].$$

Beyond a few lengths $1/\alpha$ the $K_1$ term has died out. What remains is the flow around an impermeable disc of radius $b$ without in-plane shear. Here $q=3.46$ and $b=64$ micrometres: the no-slip wall makes the bump act wider than it is.

**Resistance of the array.** Replace each square cell by a disc of equal area, $\pi R^2=P^2$, and define $f_b=b^2/R^2=\pi b^2/P^2=0.325$. Inside the cell $p=-(V/m)(r+b^2/r)\cos\phi$. Outside, let a uniform medium of mobility $m^*$ carry $p=-Gr\cos\phi$. Matching pressure and normal flow at $r=R$ gives

$$V(1+f_b)=mG,\qquad V(1-f_b)=m^*G ,$$

so that

$$\frac{m^*}{m}=\frac{1-f_b}{1+f_b}=0.509 .$$

Solving the same Brinkman equations for the periodic square array on a grid of 100 by 100 cells gives 0.516. The grid turns the round bump edges into steps and is not converged to the digits shown: the converged value for these equations is 0.508, so the grid figure is about 1.5% high and the cell formula is within 0.3%. This supports the cell average, but not the Brinkman model itself. Along a straight side wall the model blocks a layer $0.289h$ thick, against $0.315h$ in the full three-dimensional flow; carried over roughly to the bumps, the difference would add about 1 s to the times below.

**Time with unchanged suction.** Bumps occupy the fraction $f=\pi a^2/P^2=0.196$ of the area, so there is less volume to fill: $(1-f)\,d\ell/dt=m^*\Delta p/\ell$. The time becomes

$$t=t_0\,\frac{1-f}{m^*/m}=36.4\ \text{s}.$$

**Extra suction.** The sides of the bumps are wetted too. Wetting unit area of solid releases the energy $\gamma\cos\theta$. Over one cell the wetted area is $2P^2(1-f)+2\pi ah$ and the liquid volume is $hP^2(1-f)$. If no energy were lost in sudden jumps of the meniscus, the mean suction would be

$$\Delta p_{\max}=\gamma\cos\theta\left[\frac{2}{h}+\frac{2\pi a}{P^2(1-f)}\right]=1293\ \text{Pa}.$$

Jumps do lose energy, so this is an upper bound on the mean, for vertical bump walls with the same contact angle as the plates. Using it in full shortens the time to $36.4\times1039/1293=29.3$ s. Within this model the array therefore takes about 29 s if the full extra suction acts evenly along the way, and 36 s with none. Up to terms of order $P/L$, the time follows the mean of $1/\Delta p$ over the filled volume, so suction that varies appreciably as the front passes each bump gives a longer time than even suction with the same mean. For a front that stays straight it is about 31 s. Pinning of the front at the bumps could make it longer still.

**Beside a real die.** The gap, die length, bump size and warm, thin resin are rough typical values for capillary underfill of a flip chip. The assumption that such a die plainly breaks is the bare gap, and for this array that moves the estimate from 23 s to roughly 29–36 s. A resin 10 K cooler than intended has an effect of similar size. Filler settling, shear thinning, flux residue and trapped air are not modelled. The bare-gap result is thus a guide to scale and to the direction of trends, and a process time needs the actual bump layout and the resin's viscosity at the die temperature. The numerical output below lists the values used.

## Table of computed values

```
INPUTS OF THE BARE GAP
viscosity: 0.10 Pa s
surface tension: 0.030 N/m
contact angle: 30 degrees
gap: 50 micrometre
length: 10 mm
BARE-GAP RESULTS
cosine of contact angle: 0.8660
capillary suction: 1039.2 Pa
mobility h^2/(12 mu): 2.0833e-09 m2/(Pa s)
fill time, formula: 23.09 s
fill time, numerical march: 23.09 s
time to half the length: 5.77 s
fill time with half the gap: 46.19 s
front speed at the end: 0.2165 mm/s
wall shear rate at the end: 26.0 1/s
capillary number at the end: 7.22e-04 (no unit)
Reynolds number at the end: 1.84e-04 (no unit)
ROUGH INPUTS FOR NEGLECTED EFFECTS
density: 1700 kg/m3
bead radius: 0.5 mm
cure time constant: 300 s
viscosity activation energy: 0.5 eV
dispense temperature: 363.15 K
inner contact-line length: 1 nm
bump diameter: 100 micrometre
bump pitch: 200 micrometre
SIZES OF NEGLECTED EFFECTS
inertial delay: 3.54 microsecond
gravity pressure across gap: 0.83 Pa
log of contact-line length ratio: 10.13 (no unit)
moving contact angle at the end: 33.9 degrees
fill time with moving angle: 24.90 s
fill time with cure: 24.03 s
viscosity factor 10 K cooler: 1.572 (no unit)
fill time 10 K cooler: 36.3 s
bead pressure: 60.0 Pa
fill time with bead pressure: 21.83 s
bump area fraction: 0.1963 (no unit)
bump q = sqrt(12) a/h: 3.464 (no unit)
equivalent bump radius: 64.3 micrometre
equivalent area fraction: 0.3251 (no unit)
permeability ratio, formula: 0.509 (no unit)
permeability ratio, grid: 0.516 (no unit)
suction with bump sides, upper bound: 1293.1 Pa
fill time, bumps, no extra suction: 36.4 s
fill time, bumps, full extra suction: 29.3 s
```
